# Thermal diffusion lengths in millisecond and 100-nanosecond laser annealing

## Problem

A laser heats the surface of a silicon wafer, once with a pulse of 1 ms and once with a pulse of 100 ns. The thermal diffusivity is $D=0.1\ \mathrm{cm^2/s}$. How deep does the heat travel in each case, and what does that depth imply for the energy, the power and the cooling?

Take a heat capacity per volume $c=2.2\ \mathrm{J/(cm^3\,K)}$, so that the conductivity is $k=cD=0.22\ \mathrm{W/(cm\,K)}$. The wafer is 775 µm thick and preheated to 700 K. In both cases the surface is to reach 1550 K at the end of the pulse, a rise of $\Delta=850$ K. The start and peak temperatures are held fixed in the comparison. These are rough, silicon-like values.

The model assumes that:

- heat flows only along the depth $z$, into material much thicker than the heated layer;
- $D$ and $c$ are constant;
- the absorbed flux $F$ (power per area) is constant during the pulse and enters at the surface $z=0$;
- nothing melts, and no heat leaves through the surface.

## First estimate by scaling

Let $u(z,t)$ be the temperature rise. Fourier's law gives the heat flux $q=-k\,\partial u/\partial z$. A thin slice warms at the rate at which more heat enters than leaves, $c\,\partial u/\partial t=-\partial q/\partial z$. Together, with $k=cD$,

$$\frac{\partial u}{\partial t}=D\,\frac{\partial^2u}{\partial z^2}.$$

Measure time in pulse lengths, $t=t_p s$, and depth in an as yet unknown length, $z=\ell\zeta$. The equation becomes

$$\frac{\partial u}{\partial s}=\frac{Dt_p}{\ell^2}\,\frac{\partial^2u}{\partial\zeta^2}.$$

The coefficient is 1 if $\ell$ equals

$$L=\sqrt{Dt_p}.$$

This is the diffusion length. For the two pulses,

$$L_{\rm ms}=\sqrt{0.1\times10^{-3}}\ \mathrm{cm}=10^{-2}\ \mathrm{cm}=100\ \mu\mathrm m,$$

$$L_{\rm ns}=\sqrt{0.1\times10^{-7}}\ \mathrm{cm}=10^{-4}\ \mathrm{cm}=1\ \mu\mathrm m.$$

The times differ by $10^4$ and the lengths by its square root, 100. Defining the length as $2\sqrt{Dt}$ instead would double both values and leave their ratio unchanged.

The absorbed energy per area, or fluence, should be about that of a layer of thickness $L$ heated by $\Delta$:

$$H\approx c\Delta L=2.2\times850\times10^{-2}=18.7\ \mathrm{J/cm^2}$$

for 1 ms, and 100 times less for 100 ns. Scaling cannot supply the numerical factor, nor say how warm the material is at $z=L$.

## Exact solution of the model

### A single release of heat

Suppose one unit of heat per area is released at the surface at time zero. After a time $\tau$ the rise is

$$g(z,\tau)=\frac{1}{c\sqrt{\pi D\tau}}\,e^{-z^2/4D\tau}.$$

To verify this, differentiate:

$$\frac{\partial g}{\partial\tau}=\left(\frac{z^2}{4D\tau^2}-\frac1{2\tau}\right)g,\qquad
\frac{\partial^2g}{\partial z^2}=\left(\frac{z^2}{4D^2\tau^2}-\frac1{2D\tau}\right)g.$$

The first is $D$ times the second, as required. The slope $\partial g/\partial z=-zg/2D\tau$ vanishes at $z=0$, so no heat crosses the surface after the release. Since $\int_0^\infty e^{-z^2/4D\tau}dz=\sqrt{\pi D\tau}$, the energy $c\int_0^\infty g\,dz$ is 1. As $\tau\to0$ the heat is concentrated at the surface.

The mean square depth follows from the heat equation. With $p=cg$, whose integral is 1, two integrations by parts give

$$\frac{d}{d\tau}\langle z^2\rangle=D\int_0^\infty z^2\frac{\partial^2p}{\partial z^2}\,dz=2D\int_0^\infty p\,dz=2D.$$

The boundary terms contain $z^2\,\partial p/\partial z$ and $zp$, which vanish at both ends. Hence $\langle z^2\rangle=2D\tau$, and after one pulse length the rms depth is $\sqrt2\,L$: 141 µm or 1.41 µm.

### A constant flux

A steady flux is a succession of small releases $F\,d\tau$. The heat equation is linear, so their effects add:

$$u(z,t)=\frac{F}{c\sqrt{\pi D}}\int_0^t\frac{e^{-b/\tau}}{\sqrt\tau}\,d\tau,\qquad b=\frac{z^2}{4D}.$$

At the surface $b=0$ and the integral is $2\sqrt t$. At the end of the pulse, $\sqrt{t_p}=L/\sqrt D$, so the surface rise is

$$u_s=\frac{2F\sqrt{t_p}}{c\sqrt{\pi D}}=\frac{2FL}{\sqrt\pi\,k}.$$

Below the surface, integrate by parts, using $\tau^{-1/2}=d(2\sqrt\tau)/d\tau$:

$$\int_0^t\frac{e^{-b/\tau}}{\sqrt\tau}d\tau=2\sqrt t\,e^{-b/t}-2b\int_0^t\tau^{-3/2}e^{-b/\tau}d\tau.$$

In the last integral put $y=\sqrt{b/\tau}$, so that $\tau^{-3/2}d\tau=-(2/\sqrt b)\,dy$. It becomes

$$\frac{2}{\sqrt b}\int_{\sqrt{b/t}}^\infty e^{-y^2}dy=\sqrt{\frac{\pi}{b}}\;\mathrm{erfc}\sqrt{b/t}.$$

At $t=t_p$ the argument is $x=\sqrt{b/t_p}=z/2L$, and $\sqrt b=x\sqrt{t_p}$. The whole integral is therefore $2\sqrt{t_p}\,[e^{-x^2}-\sqrt\pi\,x\,\mathrm{erfc}\,x]$. Dividing by its surface value $2\sqrt{t_p}$ gives

$$\frac{u(z,t_p)}{u_s}=\sqrt\pi\,\mathrm{ierfc}\!\left(\frac{z}{2L}\right),\qquad \mathrm{ierfc}\,x=\frac{e^{-x^2}}{\sqrt\pi}-x\,\mathrm{erfc}\,x.$$

### Energy and power

Set $u_s=\Delta$ and solve for the flux: $F=\sqrt\pi\,k\Delta/2L$. Multiply by $t_p$ and use $kt_p=cDt_p=cL^2$:

$$H=Ft_p=\frac{\sqrt\pi}{2}\,c\Delta L.$$

### Cooling

Switching the flux off at $t_p$ is equivalent to letting it continue and adding a flux $-F$ from $t_p$ onward. The surface rise under constant flux grows as $\sqrt t$. Thus, for $s=t/t_p>1$,

$$\frac{u(0,t)}{\Delta}=\sqrt s-\sqrt{s-1}.$$

To find when this is $1/2$, note that $(\sqrt s-\sqrt{s-1})(\sqrt s+\sqrt{s-1})=1$, so the sum of the roots is 2. Adding sum and difference gives $2\sqrt s=5/2$, hence $s=25/16=1.5625$.

## Comparison of estimate and solution

The diffusion length is a scale, not an edge. At $z=L$ the rise is still 0.354 of its surface value, and it falls to one half at $0.699L$, which is 69.9 µm or 0.699 µm.

The scaling estimate of the energy was high by the factor $2/\sqrt\pi$, because the equivalent uniformly heated depth is $0.886L$. The exact model values are

- 1 ms: $H=0.886\times18.7=16.6\ \mathrm{J/cm^2}$ and $F=1.66\times10^4\ \mathrm{W/cm^2}$;
- 100 ns: $H=0.166\ \mathrm{J/cm^2}$ and $F=1.66\times10^6\ \mathrm{W/cm^2}$.

For the same peak temperature, the short pulse needs 100 times less energy but 100 times more power. Its surface rise halves 56 ns after the pulse, compared with 0.56 ms for the long one.

### The wafer at late times

Once the heat has spread through the thickness $h=775$ µm, with losses still neglected, the uniform rise is $H/ch$. For 1 ms this is $16.57/(2.2\times0.0775)=97$ K; for 100 ns it is about 1 K. At the end of the 1 ms pulse itself, the back face has hardly warmed above its initial 700 K. An insulated back face reflects heat and doubles the half-space value there, but the result is only about $10^{-5}$ K. It is 0.6 K if $D$ is raised to 0.281 cm²/s, a rough value for silicon at 700 K. Treating the wafer as infinitely thick is justified during either pulse.

### When light penetrates the material

Let the absorbed power per volume be $(F/a)e^{-z/a}$, with absorption depth $a$. A unit of heat released at depth $z$ beneath an insulated surface raises the surface by $g(z,\tau)$: the direct and reflected Gaussians each contribute half. Completing the square in the exponent gives the surface response to a unit deposit,

$$\int_0^\infty\frac{e^{-z/a}}{a}g(z,\tau)\,dz=\frac{\phi(y)}{ca},\qquad \phi(y)=e^y\,\mathrm{erfc}\sqrt y,\quad y=\frac{D\tau}{a^2}.$$

Since $\phi'=\phi-1/\sqrt{\pi y}$ and $\phi(0)=1$, we have $\int_0^Y\phi\,dy=\phi(Y)-1+2\sqrt{Y/\pi}$. At pulse end $Y=X^2$ with $X=L/a$. With $d\tau=(a^2/D)dy$, the surface rise is $(Fa/k)$ times this integral. Relative to surface absorption at the same flux, it is

$$R=1-\frac{\sqrt\pi}{2X}\left[1-e^{X^2}\mathrm{erfc}\,X\right].$$

For $X\gg1$ this tends to 1, and diffusion sets the heated depth. For $X\ll1$ it tends to $\sqrt\pi X/2$, which corresponds to $u=Ft_p/ca$: the light sets the depth and diffusion hardly matters. For 100 ns, $a=0.01$ µm gives $R=0.991$, but $a=1$ µm gives 0.493. For 1 ms, even $a=10$ µm leaves $R=0.916$. The short pulse is thus the more sensitive to the choice of wavelength. These values assume that heat appears where the light is absorbed. In silicon, light above the band gap first creates electron-hole pairs, which carry the band-gap share of the energy deeper before they recombine. At the flux of the 100 ns pulse this distance is comparable with $L$, so even for $a=0.01$ µm the real factor lies below 0.991, by roughly 5 to 15%.

### A narrow beam

At the centre of a uniform disc of radius $r$, sideways spreading multiplies each release by $1-e^{-r^2/4D\tau}$. The subtracted term is the integral already solved, with $z$ replaced by $r$. The central rise is therefore multiplied by the factor $1-\sqrt\pi\,\mathrm{ierfc}(r/2L)$. For $r=100$ µm this is 0.646 at 1 ms and 1.000 at 100 ns. One-dimensional flow requires a beam much wider than $L$.

### Real silicon

The value $D=0.1\ \mathrm{cm^2/s}$ is typical of hot silicon; cooler silicon conducts better. With the rough law $D\propto T^{-1.3}$, fixed to 0.1 cm²/s at 1550 K, a numerical solution requires 1.20 times the fluence for the same peak. This factor belongs to the law, not to silicon: the law overstates $D$ around 1000 K, and tabulated $k(T)$ and $c(T)$ give a factor nearer 1.1. The half-rise depths become 71.0 µm and 0.710 µm, little changed. Their ratio remains 100 for a reason: in $c\,\partial T/\partial t=\partial_z(k(T)\,\partial_zT)$, setting $t=t_ps$ and $z=\sqrt{t_p}\,\zeta$ removes $t_p$, and the surface condition then contains only $F\sqrt{t_p}$. The cooling changes more than the depth: the cooler silicon below conducts better, so the surface cools faster than in the constant-$D$ model, and the half-times of 56 ns and 0.56 ms are too long for such a material. Melting limits the usable flux. With melting near 1690 K, the constant-$D$ model reaches it at a flux $990/850=1.16$ times the chosen one. The real margin is smaller, because silicon conducts less well as it gets hotter. If the surface does melt, latent heat and the moving melt front must be added to the model.

Two other omissions are small here. A black surface at 1550 K radiates 33 W/cm², which is 0.2% of the absorbed flux for 1 ms and 0.002% for 100 ns. The estimate $D=v\lambda/3$, with a rough sound speed $v=6\times10^5$ cm/s, gives a mean phonon path $\lambda=5$ nm, far below 1 µm. It credits all the conduction to phonons; at 1550 K electron-hole pairs carry part of the heat, so the phonon value is somewhat smaller. This average hides a wide spread: part of the heat is carried by phonons with much longer paths, and paths are longer in the cooler material. Fourier's law is therefore safe for the 100 µm layer, but only a reasonable first approximation for the 1 µm layer.

### Heat moves, dopants hardly do

At low concentration, dopant atoms obey the same diffusion law with a much smaller coefficient. A rough equilibrium law for boron, $0.76\,e^{-3.46\,\mathrm{eV}/k_BT}\ \mathrm{cm^2/s}$, gives $4.3\times10^{-12}\ \mathrm{cm^2/s}$ at 1550 K. Held at the peak for the whole pulse, boron would have $\sqrt{Dt}=0.65$ nm for 1 ms and 0.0065 nm for 100 ns. The second value is below an atomic spacing and means that few atoms jump at all.

The surface is near its peak only briefly. Weighting the heating and cooling curves of the constant-$D$ model by the boron law gives an effective time of 0.133 pulse lengths, which multiplies both lengths by $\sqrt{0.133}=0.36$. These figures omit transient enhanced diffusion, in which implantation damage speeds up boron, and they do not apply to molten silicon.

The numerical output lists the values used here.

## Numbers as computed

```
Thermal diffusivity: 0.10 cm^2/s
Heat capacity per volume: 2.2 J/(cm^3 K)
Conductivity k = c D: 0.22 W/(cm K)
Start, peak, melting: 700, 1550, 1690 K
Surface rise: 850 K
Wafer thickness: 775 um
L for 1 ms: 100.00 um
L for 100 ns: 1.0000 um
Ratio of lengths: 100.00
Rms depth, solver, 1 ms: 141.4 um
Rms depth, solver, 100 ns: 1.414 um
Fraction of surface rise at z = L: 0.354
Half-rise depth / L: 0.699
Equivalent heated depth / L: 0.886
Fluence, 1 ms: 16.57 J/cm^2
Fluence, 100 ns: 0.1657 J/cm^2
Flux, 1 ms: 1.657e+04 W/cm^2
Flux, 100 ns: 1.657e+06 W/cm^2
Uniform wafer rise later, 1 ms: 97.2 K
Uniform wafer rise later, 100 ns: 0.97 K
Back-face rise at end of 1 ms: 1.6e-05 K
Same with D of the cold wafer: 0.61 K
D(T) law at 700 K: 0.281 cm^2/s
D(T): fluence factor for same peak: 1.201
D(T): half-rise depth, 1 ms: 71.0 um
D(T): half-rise depth, 100 ns: 0.710 um
Constant D: half-rise depth, 1 ms: 69.9 um
Constant D: half-rise depth, 100 ns: 0.699 um
Rise factor, 1 ms, absorption 10 um: 0.916
Rise factor, 100 ns, absorption 1 um: 0.493
Rise factor, 100 ns, absorption 0.01 um: 0.991
Spot radius: 100 um
Rise factor from spot, 1 ms: 0.646
Rise factor from spot, 100 ns: 1.000
Black-body loss at peak: 32.7 W/cm^2
Loss / flux, 1 ms: 2.0e-03
Loss / flux, 100 ns: 2.0e-05
Sound speed, rough: 6e+05 cm/s
Phonon mean free path 3D/v: 5.0 nm
Flux factor that starts melting: 1.165
Boron prefactor: 0.76 cm^2/s
Boron activation energy: 3.46 eV
Boron diffusivity at peak: 4.27e-12 cm^2/s
Boron length, 1 ms at peak: 0.65 nm
Boron length, 100 ns at peak: 0.0065 nm
Effective time at peak / pulse: 0.133
```
